# Why EOM-CCSD roots turn complex near same-symmetry crossings, and ADC roots do not

**Q:** I followed two excited states of the same symmetry with EOM-CCSD along a bond stretch. Near their closest approach the program returned a complex-conjugate pair of energies. The Hamiltonian is Hermitian, so where can an imaginary part come from?

**A:** From the matrix that is diagonalized, which is not the Hamiltonian in an orthonormal basis. Take real orbitals, and let $T$ be the CCSD cluster operator, containing single and double excitations. Define

$$\bar H=e^{-T}He^{T},\qquad A=P\bar HP,$$

where $P$ projects on the reference determinant $|0\rangle$ and all singles and doubles, and $Q=1-P$. The CCSD equations $\langle\mu|\bar H|0\rangle=0$, for $\mu$ a single or double, leave just the CCSD energy $E$ in the first column of $A$. The other eigenvalues, minus $E$, are the excitation energies. $A$ is real but not symmetric.

Suppose two roots approach each other and all others stay well away. The pair is then described by a real $2\times2$ matrix, which can always be written as

$$M=\begin{pmatrix}m+\delta & s+t\\ s-t & m-\delta\end{pmatrix}.$$

Here $s$ is the symmetric and $t$ the antisymmetric part of the coupling. The characteristic equation is

$$(m+\delta-\omega)(m-\delta-\omega)-(s+t)(s-t)=0 .$$

The first product is $(\omega-m)^2-\delta^2$ and the second is $s^2-t^2$, so

$$\omega_\pm=m\pm\sqrt D,\qquad D=\delta^2+s^2-t^2=\rho^2-t^2,\qquad \rho^2=\delta^2+s^2 .$$

The antisymmetric part enters with a minus sign. The roots are complex when $|t|>\rho$, which can happen when the states are close and weakly coupled.

**Q:** Then any nonsymmetric matrix should be dangerous. But coupled cluster without truncation gives the correct energies, and its matrix is nonsymmetric too.

**A:** Yes, so nonsymmetry alone is not the cause. Without truncation, use the positive definite matrix $S=e^{T^\dagger}e^{T}$. Since $e^{T}e^{-T}=1$,

$$S\bar H=e^{T^\dagger}e^{T}e^{-T}He^{T}=e^{T^\dagger}He^{T},$$

which is symmetric. Therefore

$$S^{1/2}\bar HS^{-1/2}=S^{-1/2}(S\bar H)S^{-1/2}$$

is symmetric as well. It has the same eigenvalues as $\bar H$, so these are real. The asymmetry of $\bar H$ merely reflects a nonorthogonal basis.

To see what truncation does, remove that harmless part first. Let the two columns of $W$ span the space of the two right eigenvectors in the $P$ space. For a complex pair, the real and imaginary parts of one vector span it. Choose the columns so that

$$AW=WM,\qquad W^{T}SW=1 .$$

The second condition says that the dressed kets $e^{T}W$ are orthonormal. Now split $\bar HW$ into its parts inside and outside the $P$ space:

$$\bar HW=P\bar HW+Q\bar HW=WM+Q\bar HW .$$

Multiplying from the left by $W^{T}S$ gives

$$W^{T}e^{T^\dagger}He^{T}W=M+X,\qquad X=W^{T}SQ\bar HW .$$

The left side is symmetric, so $M_{12}+X_{12}=M_{21}+X_{21}$. With $t=(M_{12}-M_{21})/2$,

$$t=-\tfrac12\,(X_{12}-X_{21}).$$

In this frame the antisymmetric coupling comes entirely from the part of $\bar HW$ that leaves the singles-doubles space. If nothing is cut off, $Q=0$, hence $X=0$ and $t=0$.

The remaining freedom in $W$ is an orthogonal transformation. A rotation turns $(\delta,s)$ by twice its angle and leaves $t$ unchanged, while a reflection reverses the sign of $t$. Thus $\rho$ and $|t|$ do not depend on the choice.

**Q:** What does it mean that the seam has the wrong dimension?

**A:** Count conditions in $N$ internal coordinates. For a real symmetric matrix $t=0$, and $D=\delta^2+s^2$ vanishes only if both squares vanish. Two independent conditions leave a seam of dimension $N-2$.

For the truncated matrix, $D=0$ is the single condition $\rho=|t|$. Where the gradient of $D$ is nonzero, it defines a surface of dimension $N-1$, with real roots on one side and complex roots on the other. A simple local model is

$$\delta=ax,\qquad s=by,\qquad t=\text{constant}\neq0 .$$

The boundary is then

$$\frac{x^2}{(t/a)^2}+\frac{y^2}{(t/b)^2}=1,$$

an ellipse with semi-axes $|t/a|$ and $|t/b|$. The roots are complex inside it. As $t\to0$ the ellipse shrinks to the point where the symmetric matrix would have its intersection. In further coordinates the point extends to a seam and the ellipse to a tube around it.

This also explains why a scan in one coordinate can run into the problem. It will usually miss a seam fixed by two conditions and show an avoided crossing. If the smallest $\rho$ on the path is below the local $|t|$, the scan enters the tube. If $\rho$ stays above $|t|$, the roots remain real.

**Q:** At the boundary the two energies are equal. Why is that not an ordinary degeneracy?

**A:** Because one eigenvector is missing. At $D=0$ the matrix $M-m$ has zero trace and zero determinant, so both its eigenvalues are zero. If it had two independent eigenvectors it would be the zero matrix, which requires $\delta=s=t=0$. With $t\neq0$ it has a single eigenvector and is called defective.

The approach to this point can be followed from the real side. Rotate the basis so that $\delta=0$ and $s=\rho$, and take $t>0$. Then

$$M-m=\begin{pmatrix}0&\rho+t\\ \rho-t&0\end{pmatrix},\qquad
v_\pm=\begin{pmatrix}\sqrt{\rho+t}\\ \pm\sqrt{\rho-t}\end{pmatrix}.$$

Multiplication confirms $(M-m)v_\pm=\pm\sqrt{\rho^2-t^2}\,v_\pm$. Each vector has squared norm $2\rho$, and their inner product is $(\rho+t)-(\rho-t)=2t$. Since the dressed kets are orthonormal, the overlap of the two normalized EOM kets is

$$\frac{|t|}{\rho}.$$

It tends to 1 at the boundary, where the two states become the same state.

The energies are singular there too. At a small distance $x$ outside a regular boundary point, $D\simeq gx$ with $g>0$, so

$$\omega_+-\omega_-=2\sqrt{gx},\qquad
\frac{d\omega_\pm}{dx}=\frac{dm}{dx}\pm\frac12\sqrt{\frac gx}.$$

The forces on the two surfaces therefore grow without limit as the boundary is approached from the real side, where the energies still have no imaginary part.

**Q:** Can you show this in a molecule rather than in a two-by-two matrix?

**A:** Planar H$_4$ in the STO-3G basis is small enough to treat all its singlets. One H$_2$ unit has bond length $r$. The second stands 1.8 Å away and is displaced along the bond direction by 0.3 Å. Its height is $r+0.2$ Å, and its last atom is moved outward by $q$. Apart from the molecular plane, no spatial symmetry separates the states.

The lowest $D$ found for excited singlets 3 and 4 is at $r=1.264$ Å, $q=1.05$ Å. This $q$ is the edge of the range searched, and the point is not the minimum of $D$, which is somewhat lower at $q=1.10$ Å. It is called the centre below; $\rho$ nearly vanishes there. There

$$\rho=0.0053\ \text{eV},\qquad |t|=0.0987\ \text{eV},$$

$$\sqrt{t^2-\rho^2}=\sqrt{0.0987^2-0.0053^2}\ \text{eV}=0.0986\ \text{eV}.$$

The EOM-CCSD roots are $15.444\pm0.099\,i$ eV, or $0.5676\pm0.0036\,i$ hartree. The leakage formula gives the same $|t|$. At this geometry the untruncated $\bar H$, with elements that differ from their transposes by up to 5.7 eV in the orthonormal basis used here, reproduces the full-CI energies to rounding error. Both statements were tested.

The values depend strongly on the basis: in 6-31G at the same geometry, EOM-CCSD roots 3 and 4 are real and lie at 10.64 and 10.83 eV, nearly 5 eV lower. Full CI is exact only within the minimal basis, so these numbers show the mechanism and do not predict a spectrum. Its own intersection of the same numbered pair lies at $r=1.269$ Å, $q=0.978$ Å, about 0.07 Å away.

**Q:** How large is the complex region, and did you find its whole boundary?

**A:** Not the whole boundary. Of eight rays from the centre, five reached it. The other three point towards larger $q$ and leave the range at once, so the full closed curve has not been traced. Beyond that range, at $r=1.264$ Å, the roots are still complex at $q=1.20$ Å and real again at $q=1.30$ Å. Along $r$ the boundary lies 0.053 Å away on one side and 0.049 Å on the other.

The local model accounts for the width along $r$. At 1.2 times the first distance, that is at 0.064 Å, $\rho=0.121$ eV. As $\rho$ is nearly zero at the centre, its slope is about $0.121/0.064=1.9$ eV/Å. The predicted half-width is $0.0987/1.9=0.052$ Å. Along $q$ the assumption of constant $t$ is poorer: $|t|$ grows from 0.08 eV at the lower boundary to 0.13 eV at the upper one, and the region reaches about twice as far upward from the centre as downward.

At that same outside point $|t|=0.104$ eV, so the overlap should be $0.104/0.121=0.86$. The overlap computed directly from the kets is 0.857. Only 1% beyond the boundary it is 0.99. Going from 1% to 4% beyond multiplies the splitting by 2.01, against 2 for a pure square root.

**Q:** Why does ADC not do this?

**A:** ADC builds its matrix from orthonormal intermediate states $|I\rangle$. Excitation operators act on the correlated ground state, and the results are orthogonalized to that state and among themselves. The matrix is

$$B_{IJ}=\langle I|H-E_0|J\rangle=B_{JI}$$

for real states, with $E_0$ the ground-state energy. Now write $H(\lambda)=F+\lambda(H-F)$, with $F$ the Fock operator, and expand $B=\sum_n\lambda^nB_n$. Since $B(\lambda)=B(\lambda)^T$ for every small $\lambda$, equating powers gives $B_n=B_n^T$. Truncation keeps the symmetry as long as each coupling block and its transpose are cut at the same order.

I used extended ADC(2), called ADC(2)-x: singles block to second order, singles-doubles coupling and doubles block to first. In a test on the four lowest roots, halving a small $\lambda$ reduced the largest error relative to full CI by a factor of 8.1, as expected for a third-order error. At small $\lambda$ these four roots are the singly excited ones. For doubly excited roots the factor is about 4, a second-order error.

In the same plane, ADC(2)-x has a degeneracy of excited singlets 1 and 2 at $r=0.865$ Å, $q=-0.525$ Å. This is a different pair at a different geometry, so it compares the type of degeneracy and not the same crossing. On rings of radius 0.005 and 0.010 Å around it, the smallest sampled gaps are 0.024 and 0.048 eV. The gap opens linearly from an isolated point, as two conditions in a plane require. The type is right but the place is not: at this geometry the full-CI roots 1 and 2 lie at 13.03 and 14.38 eV, far from degenerate.

**Q:** Should I then trust ADC near the crossing?

**A:** Trust it to give real roots; accuracy is a separate matter. At the EOM centre, the gap between roots 3 and 4 is 0.10 eV in full CI but 1.49 eV in ADC(2)-x. The roots are matched here by number, not by character, and the match is poor: full-CI root 3 is spread over several ADC(2)-x roots, with at most about one third of its weight on any one. The reference determinant has a weight of only 0.72 in the exact ground state, and the ADC(2)-x roots 3 and 4 lie at 11.25 and 12.75 eV against 15.48 and 15.58 eV in full CI. So a symmetric matrix guarantees real roots, but not correct energies or spacings. Whether ADC(2)-x has a crossing of the corresponding states nearby, perhaps under other root numbers, was not tested.

**Q:** And what can I still use from the EOM-CCSD calculation?

**A:** The mean $m$ is half the trace of the two-state matrix. It stays real and smooth while the pair is isolated and the reference and cluster amplitudes themselves change smoothly. At the centre the mean excitation energy is 15.44 eV, against 15.53 eV in full CI. If the CCSD iteration jumps to another solution, $m$ jumps too. Separate energies and forces are not usable inside the region, and they are already distorted outside it where $|t|/\rho$ is close to 1. The imaginary part is not a decay rate: it comes with both signs, and it vanishes when the truncation is removed in the same finite basis.

If the two states differ in symmetry and the reference is totally symmetric, both off-diagonal elements vanish. Then $s=t=0$ and $D=\delta^2\ge0$, so the states cross with real energies and two independent eigenvectors. The defect needs states that are allowed to couple.

## Values computed for the example and the checks

```
unit separation 1.8 A, slide 0.3 A, second bond height r + 0.2 A
EOM pair: excited singlets 3 and 4
EOM centre r = 1.26397 A, q = 1.05000 A
EOM roots at centre: 15.44410 eV +/- i 0.09858 eV
same in hartree: 0.567560 +/- i 0.003623
centre: rho = 0.005287 eV, |t| = 0.098726 eV
centre: |t| from leakage = 0.098726 eV
doubles weight of right pair subspace (max 2): 0.5761
largest asymmetry of full transformed H: 5.7456 eV
full transformed H minus full CI, max: 2.2e-13 eV
rays with defective boundary: 5 of 8
  angle     0 deg: distance 0.053434 A
  angle   180 deg: distance 0.049341 A
  angle   225 deg: distance 0.061852 A
  angle   270 deg: distance 0.114578 A
  angle   315 deg: distance 0.059055 A
splitting ratio at 4% and 1% beyond boundary: 2.0116
20% beyond: rho = 0.121224 eV, |t| = 0.103848 eV
ket overlap 20% beyond 0.85666, 1% beyond 0.99150
full CI minimum gap from centre: 3.61e-07 eV
  at r = 1.26903 A, q = 0.97845 A
ADC(2)-x error ratio on halving the perturbation: 8.135
ADC(2)-x pair: excited singlets 1 and 2
ADC(2)-x degeneracy r = 0.86505 A, q = -0.52518 A
ADC(2)-x gap there: 2.1e-06 eV
ADC(2)-x smallest gap on ring 0.005 A: 0.024017 eV
ADC(2)-x smallest gap on ring 0.010 A: 0.048036 eV
scan along 0 deg; distance in A, rest in eV
distance  EOM lower  EOM upper  |Im|     FCI gap  ADC gap
 -0.10687  15.97368  16.34090   0.00000  0.40020  1.56877
 -0.08015  15.84729  16.09785   0.00000  0.32284  1.56634
 -0.02672  15.61443  15.61443   0.08313  0.15558  1.53614
  0.00000  15.44410  15.44410   0.09858  0.10073  1.49428
  0.02672  15.28097  15.28097   0.08448  0.12049  1.43267
  0.08015  14.87423  15.08121   0.00000  0.25761  1.28004
  0.10687  14.68269  14.99276   0.00000  0.32505  1.20137
```
